# How far a surface adatom migrates in one millisecond

## Problem

An adatom sits on a clean, flat crystal surface at $T=800$ K. It leaves its site by thermally activated hops to neighbouring sites. The total hop rate, summed over all directions, has the prefactor $\nu=10^{13}\ \mathrm{s^{-1}}$ and the barrier $E=0.8$ eV. Every hop has the length $a=0.384$ nm.

(a) Find the total hop rate and the mean number of hops in $t=1$ ms.

(b) Show that the root-mean-square (rms) displacement in this time is about 116 nm.

(c) Find the mean distance from the starting point, and the fraction of adatoms that end within the rms distance.

(d) How strongly does the answer depend on the barrier and the temperature?

Assume that successive hops are independent, that their directions balance so that the mean hop vector is zero, and that nothing captures the adatom. For (c), take a square lattice with equal hop rates in its four directions. The word "displacement" needs the qualifier "rms": the mean displacement vector is zero, and the mean distance is a different number.

## Hints

1. The hop rate is the prefactor times a Boltzmann factor. Work out $k_BT$ in eV first.
2. A constant rate $\Gamma$ means a chance $\Gamma\,dt$ of a hop in each short interval $dt$, whatever happened before.
3. Write the displacement as a sum of hop vectors and square it. Which terms survive the average?
4. For (c), after many hops each coordinate has a Gaussian distribution. Change to polar coordinates.
5. For (d), take the logarithm of the rms displacement before differentiating.

## Solution

### The hop rate

The rate law is

$$\Gamma=\nu\,e^{-E/k_BT}.$$

A simple model shows where it comes from. Let the adatom, of mass $m$, move in the potential

$$V(x,y)=\frac E2\left(1-\cos\frac{2\pi x}{a}\right)+\frac E2\left(1-\cos\frac{2\pi y}{a}\right).$$

The sites are the minima, and the saddle to the right of the origin lies at $x=a/2$, $y=0$, with height $E$. In classical thermal equilibrium the rate of crossing the line $x=a/2$ to the right is the mean forward velocity times the probability density at that line. The $y$ part of the potential is a separate term, so its Boltzmann weight cancels on normalization. The velocity average is

$$\int_0^\infty v\,\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}\,dv=\sqrt{\frac{k_BT}{2\pi m}}.$$

The density at the line is $e^{-E/k_BT}$ divided by the integral of $e^{-V/k_BT}$ over one well. For $E\gg k_BT$ the adatom stays near the bottom, where $V\approx\frac12\kappa x^2$ with $\kappa=2\pi^2E/a^2$, and the integral is $\sqrt{2\pi k_BT/\kappa}$. The rate to the right is therefore

$$\sqrt{\frac{k_BT}{2\pi m}}\sqrt{\frac{\kappa}{2\pi k_BT}}\;e^{-E/k_BT}=\nu_0\,e^{-E/k_BT},\qquad \nu_0=\frac1{2\pi}\sqrt{\frac{\kappa}{m}}=\frac1a\sqrt{\frac{E}{2m}}.$$

The prefactor is the vibration frequency in the well. There are four equivalent exits, so the total prefactor is $4\nu_0$. This counting assumes that each crossing ends in the next site, without an immediate return or a longer flight.

For a round mass of 30 atomic mass units, $\nu_0=2.95\times10^{12}\ \mathrm{s^{-1}}$ and $4\nu_0=1.18\times10^{13}\ \mathrm{s^{-1}}$. The given prefactor thus has a natural size. Integrating over the full cosine well instead of its parabola lowers the rate by 2.4 %. From here on the given value $\nu=10^{13}\ \mathrm{s^{-1}}$ is used.

At 800 K, $k_BT=0.068939$ eV, so

$$\frac{E}{k_BT}=\frac{0.8}{0.068939}=11.6045,\qquad e^{-11.6045}=9.125\times10^{-6},$$

$$\Gamma=10^{13}\times9.125\times10^{-6}\ \mathrm{s^{-1}}=9.125\times10^{7}\ \mathrm{s^{-1}}.$$

The mean residence time on a site is $1/\Gamma=10.96$ ns. A vibration period $1/\nu_0$ in the cosine model is about 0.34 ps, so the adatom vibrates tens of thousands of times between hops. If it also gives up its excess energy to the crystal soon after crossing a saddle, it settles in the next site, or falls back into the old one, and loses the memory of its direction long before it hops again. The hops can then be treated as independent. The long residence time alone does not ensure this: with weak energy loss, one crossing can carry the adatom over several sites.

### The number of hops

Let $n(t)$ be the number of hops made up to time $t$. During $dt$ its mean grows by $\Gamma\,dt$, whatever its present value. Hence $d\langle n\rangle/dt=\Gamma$, and with $n(0)=0$,

$$\langle n\rangle=\Gamma t=9.125\times10^{7}\times10^{-3}\approx91\,250.$$

This answers (a). The number varies from one adatom to another, which the next step must allow for.

### The mean square displacement

After $n$ hops with vectors $\mathbf d_1,\dots,\mathbf d_n$ the displacement is $\mathbf R=\sum_i\mathbf d_i$, and

$$R^2=\sum_{i=1}^{n}\mathbf d_i\cdot\mathbf d_i+2\sum_{i<j}\mathbf d_i\cdot\mathbf d_j=na^2+2\sum_{i<j}\mathbf d_i\cdot\mathbf d_j.$$

The first sum has $n$ terms, each equal to $a^2$. In the second, independence lets the average of the product factorize:

$$\langle\mathbf d_i\cdot\mathbf d_j\rangle=\langle\mathbf d_i\rangle\cdot\langle\mathbf d_j\rangle=0,$$

because the directions balance. So $\langle R^2\rangle=na^2$ for a fixed number of hops. The total rate is the same on every site, so the hop number carries no information about the directions. Averaging over $n$ then replaces $n$ by $\langle n\rangle$. Since the expression is linear in $n$, the spread of hop numbers adds no correction:

$$\langle R^2\rangle=\Gamma t\,a^2,\qquad \rho\equiv\sqrt{\langle R^2\rangle}=a\sqrt{\Gamma t}.$$

Numerically,

$$\rho=0.384\ \mathrm{nm}\times\sqrt{91\,248}=0.384\ \mathrm{nm}\times302.07=116\ \mathrm{nm},$$

which is (b). The hop lengths laid end to end make a path of 35 µm. The displacement is far shorter because the hops point in different directions and largely cancel one another.

The derivation did not use the number of directions, so the result is the same for a chain, a square lattice and a triangular lattice with the same total rate. A numerical solution of the equations for the site probabilities, at a mean of 50 hops, gives $\langle R^2\rangle/(\Gamma t\,a^2)=1.000000$ for all three. For the square lattice at the full 1 ms, it gives 116.00 nm.

The word "total" is essential. If $10^{13}\ \mathrm{s^{-1}}$ belonged to each of four directions, $\Gamma$ would be four times larger and $\rho$ would double to 232 nm.

Balance is also a strict condition. If the mean hop vector had length $b$, each of the $n(n-1)/2$ pairs would contribute $2b^2$, adding $n(n-1)b^2\approx n^2b^2$ to the mean square. This equals the random part $na^2$ when $b=a/\sqrt n$, here $a/302$. A directional bias of only 0.3 % of a hop length would therefore matter as much as the random motion.

### Connection with the diffusion coefficient

In two dimensions the diffusion coefficient $D$ of isotropic motion is defined by $\langle R^2\rangle=4Dt$. Comparison with $\langle R^2\rangle=\Gamma t\,a^2$ gives

$$D=\frac{\Gamma a^2}{4}=\frac{9.125\times10^{7}\ \mathrm{s^{-1}}\times(3.84\times10^{-8}\ \mathrm{cm})^2}{4}=3.36\times10^{-8}\ \mathrm{cm^2/s}.$$

By symmetry each axis carries half of the mean square, so $\langle x^2\rangle=2Dt$ and the rms displacement along one axis is $116/\sqrt2=82$ nm. A quoted diffusion length should say which of these measures is meant.

### Mean distance and spread

Take the square lattice. After many hops each coordinate is a sum of many small independent steps, so its distribution approaches a Gaussian with variance $\rho^2/2$. Hops along $x$ and along $y$ occur independently at constant rates, so the joint density is the product of the two Gaussians,

$$p(x,y)=\frac{1}{\pi\rho^2}\,e^{-(x^2+y^2)/\rho^2}.$$

The ring between $r$ and $r+dr$ has the area $2\pi r\,dr$, so the distance has the density $P(r)=(2r/\rho^2)\,e^{-r^2/\rho^2}$. With $u=r/\rho$,

$$\langle r\rangle=\int_0^\infty rP(r)\,dr=2\rho\int_0^\infty u^2e^{-u^2}du=2\rho\,\frac{\sqrt\pi}{4}=\frac{\sqrt\pi}{2}\,\rho\approx103\ \mathrm{nm}.$$

The fraction within the rms distance is

$$\int_0^\rho P(r)\,dr=\left[-e^{-r^2/\rho^2}\right]_0^\rho=1-e^{-1}\approx0.632.$$

This completes (c). The 116 nm is a measure of a broad distribution: more than a third of the adatoms end farther away.

The Gaussian form needs $\Gamma t\gg1$. In the opposite limit, $\Gamma t\ll1$, the formula $\rho=a\sqrt{\Gamma t}$ still holds but gives a value smaller than one hop length. No adatom is found at that distance. Most have not moved, and a fraction of about $\Gamma t$ has moved by $a$. For the present rate the change between the two regimes occurs near $t=1/\Gamma\approx11$ ns.

### Sensitivity to barrier and temperature

The logarithm of the result is

$$\ln\rho=\ln a+\tfrac12\ln(\nu t)-\frac{E}{2k_BT}.$$

Half the barrier stands in the exponent, because distance grows as the square root of the hop number. Differentiation gives

$$\frac{\partial\ln\rho}{\partial E}=-\frac{1}{2k_BT},\qquad \frac{\partial\ln\rho}{\partial\ln T}=\frac{E}{2k_BT}=5.8.$$

With all else fixed, a barrier of 0.75 eV gives 167 nm and one of 0.85 eV gives 81 nm. A change of 10 K is 1.25 % of the temperature, so it shifts $\rho$ by about $5.8\times1.25\,\%\approx7\,\%$. The full formula gives 108 nm at 790 K and 125 nm at 810 K. This answers (d). The prefactor enters through its square root: $10^{12}$ and $10^{14}\ \mathrm{s^{-1}}$ give 37 and 367 nm. Only at a fixed prefactor does a barrier known to 0.05 eV fix the displacement to within a factor of about 1.4 either way, and the third digit of 116 nm belongs to the stated inputs, not to any real surface.

### When the hops are not ideal

**Longer hops.** Suppose that 5 % of the hops have length $2a$, at the same total rate. The mean square hop length becomes $(0.95+0.05\times4)a^2=1.15\,a^2$. The rms displacement rises by the factor $\sqrt{1.15}=1.072$, to 124 nm.

**Directional memory.** Suppose that, given one hop, the mean of the next is $c$ times the same vector, whatever the earlier hops were. Applying this rule $k$ times gives $\langle\mathbf d_i\cdot\mathbf d_{i+k}\rangle=c^ka^2$. There are $n-k$ pairs at separation $k$, so

$$\frac{\langle R^2\rangle}{a^2}=n+2\sum_{k=1}^{n-1}(n-k)c^k\;\longrightarrow\;n\left(1+\frac{2c}{1-c}\right)=n\,\frac{1+c}{1-c}.$$

The limit holds for $|c|<1$ and large $n$, where $n-k$ may be replaced by $n$ in all terms that matter. For $c=0.1$ and seven hops the sum is 8.3086, and adding up all $4^7$ paths on the square lattice with their weights gives the same value. For the long walk the rms factor is $\sqrt{1.1/0.9}=1.106$, which gives 128 nm. A tendency to hop back, $c<0$, shortens the displacement.

**Tunnelling.** Take a parabolic barrier top with the curvature of the cosine saddle, and average its quantum transmission over thermal energies. This raises the rate by 0.13 %, which is negligible here. The estimate does not include the zero-point energy in the well.

### Comparison with real growth

The parameters lie in the rough regime of molecular beam epitaxy of semiconductors, where deposition rates between 0.01 and 1 monolayer per second are roughly typical. During growth the adatom is not alone, and other adatoms may capture it. In 1 ms it visits on average about 21 700 distinct sites, as found by simulating 200 walks; the third digit carries sampling noise, and the exact mean for the square lattice is close to 21 800. At 1 monolayer per second, $10^{-3}$ monolayer arrives in that time. If this coverage is held fixed and the other adatoms are immobile and randomly placed, the walker meets about $21\,700\times10^{-3}\approx22$ of them. One meeting is expected after 1000 distinct sites. That takes at least about 1000 hops. It takes at most about 4200, the number found from the average yield of new sites over the whole walk, $21\,742/91\,248=0.238$ per hop, because new sites become rarer as the walk goes on. The corresponding rms displacements are $0.384\sqrt{1000}\approx12$ nm and $0.384\sqrt{4200}\approx25$ nm. If adatoms stick when they meet, the free range in this estimate therefore lies between about 12 and 25 nm, well below 116 nm. A meeting here means reaching the site of an immobile adatom, which gives an rms range of roughly 22 nm; capture already on a neighbouring site shortens it to roughly 18 nm. This holds for a coverage that is already present. On a surface that starts bare, the coverage is lower at first and the free range is longer. At 0.01 monolayer per second the expected number of meetings is 0.2, and most adatoms would migrate freely for the full millisecond, provided that the surface was bare at the start and steps are far away. Desorption matters much less: with a rough barrier of 2.5 eV and the same prefactor, its probability in 1 ms is $1.8\times10^{-6}$. This applies to strongly bound adatoms only; volatile species, such as arsenic on GaAs, desorb readily at this temperature.

## Variation 1: a surface with unequal axes

**Question.** On a rectangular surface the hops along $x$ keep the barrier 0.8 eV, while those along $y$ have 1.0 eV. Each axis has half of the total prefactor, and both hop lengths are 0.384 nm. Find the rms displacements in 1 ms at 800 K.

**Solution.** The cross terms vanish for each axis separately, so $\langle x^2\rangle=\Gamma_xt\,a^2$ and $\langle y^2\rangle=\Gamma_yt\,a^2$. Here $\Gamma_x$ is half the rate of the main problem. Therefore

$$x_{\rm rms}=\frac{116\ \mathrm{nm}}{\sqrt2}=82\ \mathrm{nm}.$$

The higher barrier multiplies the rate along $y$ by $e^{-0.2/k_BT}$, and hence the distance by the square root of this factor:

$$y_{\rm rms}=82\ \mathrm{nm}\times e^{-0.2/(2\times0.06894)}=82\ \mathrm{nm}\times0.234=19\ \mathrm{nm}.$$

The total is $\sqrt{82^2+19^2}=84$ nm. Although hops along $y$ are about 18 times rarer, the distances differ by a factor of only 4.3. If the second barrier is raised without limit, the total falls to 82 nm and no further, since the fast axis is unaffected. The drop from 116 nm arises because half of the prefactor now belongs to slow hops. At a fixed total rate $\Gamma$ there would be no drop.

## Variation 2: a terrace between absorbing steps

**Question.** The surface is miscut by $0.1^\circ$ and has steps of height 0.14 nm. Adatoms land uniformly on the terraces, move isotropically with the $D$ found above, and are captured whenever they reach a step. Find the mean time to capture and the rms displacement at capture.

**Solution.** The terrace width is

$$L=\frac{0.14\ \mathrm{nm}}{\tan0.1^\circ}=80.2\ \mathrm{nm}.$$

Let $\tau(x)$ be the mean capture time from a start at distance $x$ from one step. In a short time $\delta t$ the adatom moves by a random $\delta x$ with zero mean and $\langle\delta x^2\rangle=2D\,\delta t$. The remaining mean time must then be shorter by $\delta t$:

$$\tau(x)=\delta t+\langle\tau(x+\delta x)\rangle=\delta t+\tau(x)+D\,\delta t\,\tau''(x).$$

Hence $D\tau''=-1$. With $\tau(0)=\tau(L)=0$ the solution is $\tau=x(L-x)/2D$. Its average over a uniform start is

$$\bar\tau=\frac1L\int_0^L\frac{x(L-x)}{2D}\,dx=\frac{1}{2DL}\left(\frac{L^3}{2}-\frac{L^3}{3}\right)=\frac{L^2}{12D}.$$

With $D=3.36\times10^{6}\ \mathrm{nm^2/s}$ this is 0.16 ms. Solving the discrete hop equations on the terrace gives 0.160 ms as well.

While an adatom is free, its mean square displacement grows by $4D\,dt$ in each interval; after capture it no longer grows. The mean square displacement at capture is therefore

$$4D\bar\tau=\frac{L^2}{3},\qquad \frac{L}{\sqrt3}=46\ \mathrm{nm}.$$

The diffusion coefficient has cancelled: a higher temperature makes capture earlier but does not lengthen the trip. The value 116 nm applies when capture takes much longer than 1 ms, which requires $L^2\gg12Dt=3\rho^2$, or terraces much wider than about 200 nm. The approach is slow, because atoms landing near a step are captured early: the rms displacement after 1 ms is about 87 nm for $L=200$ nm, 103 nm for 400 nm and 111 nm for 1000 nm. Steps that reflect adatoms instead of absorbing them would need a different boundary condition. The isotropic $D$ is also an idealization: on a reconstructed surface such as Si(001), migration is much faster along one axis, as in Variation 1, and these numbers do not carry over.

The remaining digits are in the numerical output below.

## Table of computed values

```
total prefactor: 1.0e+13 1/s
barrier: 0.80 eV; temperature: 800 K
hop length: 0.384 nm; time: 1.0 ms
thermal energy kT: 0.06894 eV
barrier / kT: 11.605
Boltzmann factor: 9.1248e-06
total hop rate: 9.1248e+07 1/s
mean residence time: 10.96 ns
mean number of hops: 91248
square root of hop number: 302.07
rms displacement, formula: 116.00 nm
rms displacement, master equation: 116.00 nm
path length, all hops added: 35.04 um
diffusion coefficient: 3.364e-08 cm2/s
rms displacement along one axis: 82.02 nm
mean distance: 102.80 nm
fraction within rms distance: 0.6322
rms if prefactor were per direction (4): 232.0 nm
mean square / (hops*a^2), chain, square, triangular: 1.000000, 1.000000, 1.000000
7 hops, memory 0.1, mean square: 8.3086 a^2
rms at barrier 0.75 eV: 166.7 nm
rms at barrier 0.85 eV: 80.7 nm
rms at 790 K: 107.8 nm
rms at 810 K: 124.6 nm
cosine surface, adatom mass: 30 u
cosine surface, well frequency: 2.954e+12 1/s
cosine surface, total harmonic prefactor: 1.181e+13 1/s
saddle flux / harmonic rate: 0.9764
tunnelling factor on rate: 1.00131
share of double hops: 0.05
double hops, factor on rms: 1.0724
memory (mean cosine): 0.10
memory, factor on rms: 1.1055
second-axis extra barrier: 0.20 eV
unequal axes, fast-axis rms: 82.02 nm
unequal axes, slow-axis rms: 19.23 nm
unequal axes, total rms: 84.25 nm
desorption barrier: 2.50 eV
desorption probability in 1 ms: 1.78e-06
distinct sites visited, simulated: 21742
coverage for one expected meeting: 4.60e-05 monolayer
deposition rates: 1.00, 0.01 monolayer/s
coverage deposited in 1 ms: 1.0e-03, 1.0e-05 monolayer
occupied sites met at that coverage: 21.7, 0.22
miscut: 0.10 degree; step height: 0.14 nm
terrace width: 80.2 nm
mean time to capture at a step: 0.160 ms
```
